# The Zero Crossing of the Real Drude Permittivity

Suppose that a transparent conducting film is wanted whose real permittivity vanishes at a chosen wavelength. If the crossing is placed at the plasma frequency of the carriers alone, the film discussed below is expected to cross at 1.86 eV, whereas its model permittivity crosses at 0.94 eV, about half that energy. If the background is included but damping is left out, the error in this film is small, but the estimate then predicts a crossing for every carrier density, even where damping has removed it. Both faults are cured by finding the zero of the real part with background and damping kept.

## The permittivity of damped carriers

Let $n$ carriers per unit volume, each of mass $m$ and charge $-1$, move in a medium whose other charges give a real, constant relative permittivity $\varepsilon_b>0$. Atomic units are used in the algebra: $e=\hbar=m_e=4\pi\varepsilon_0=1$. A frequency and its photon energy are then the same number, so frequencies will later be quoted in eV.

The carriers lose velocity at a rate $\gamma>0$, taken to be independent of frequency. The response is assumed linear, isotropic and local, meaning that the polarization at a point depends on the field at that point. The carriers are spread through the medium, so the force on them is taken from the average field $E$. The displacement $x$ of a carrier obeys

$$m\ddot x+m\gamma\dot x=-E. \tag{1}$$

There is no restoring force, because the carriers are free.

Write the oscillating quantities as real parts of complex amplitudes times $e^{-i\omega t}$, with $\omega>0$. Each time derivative then multiplies an amplitude by $-i\omega$, and two derivatives multiply it by $-\omega^2$. If $X$ is the amplitude of $x$, equation (1) becomes

$$-m\omega^2X-im\gamma\omega X=-E,$$

and therefore

$$X=\frac{E}{m(\omega^2+i\gamma\omega)}. \tag{2}$$

The general solution also contains a constant displacement and a term decaying as $e^{-\gamma t}$. Neither contributes to the steady oscillation at $\omega$.

The carrier polarization is charge times displacement times density, $P=-nX$. In these units the displacement field is

$$D=\varepsilon_bE+4\pi P=\varepsilon_bE-4\pi nX. \tag{3}$$

Insert (2) and divide by $E$:

$$\varepsilon(\omega)=\varepsilon_b-\frac{\omega_p^2}{\omega^2+i\gamma\omega},
\qquad \omega_p^2=\frac{4\pi n}{m}. \tag{4}$$

Here $\omega_p$ is the unscreened plasma frequency: it contains the carriers but not the background. It is useful to define the screened frequency as well,

$$\omega_s^2=\frac{\omega_p^2}{\varepsilon_b}. \tag{5}$$

If a source already uses the name "plasma frequency" for $\omega_s$, no second division by $\varepsilon_b$ is to be made.

## Separating the real part

Multiply the numerator and denominator of the fraction in (4) by the complex conjugate of the denominator:

$$\frac{1}{\omega^2+i\gamma\omega}
=\frac{\omega^2-i\gamma\omega}{\omega^4+\gamma^2\omega^2}
=\frac{1}{\omega^2+\gamma^2}-\frac{i\gamma}{\omega(\omega^2+\gamma^2)}.$$

The last step cancels $\omega^2$ in the real term and one factor $\omega$ in the imaginary term. Hence

$$\operatorname{Re}\varepsilon=\varepsilon_b-\frac{\omega_p^2}{\omega^2+\gamma^2}, \tag{6}$$

$$\operatorname{Im}\varepsilon=\frac{\gamma\omega_p^2}{\omega(\omega^2+\gamma^2)}. \tag{7}$$

The imaginary part is positive, which means absorption in the convention $e^{-i\omega t}$. To see this, average the power that the field delivers to the carriers, $-nE\dot x$ per unit volume. With a real amplitude $E$, the average is $-\tfrac12nE\operatorname{Re}(-i\omega X)=-\tfrac12n\omega E\operatorname{Im}X$. From (2), $\operatorname{Im}X=-\gamma E/[m\omega(\omega^2+\gamma^2)]$, so the average power is $n\gamma E^2/[2m(\omega^2+\gamma^2)]$, which is positive.

## The crossing and the condition for it

Set (6) to zero. Since $\omega^2+\gamma^2$ is positive, both sides may be multiplied by it:

$$\varepsilon_b(\omega_0^2+\gamma^2)=\omega_p^2.$$

Division by $\varepsilon_b$ and subtraction of $\gamma^2$ give

$$\boxed{\omega_0^2=\frac{\omega_p^2}{\varepsilon_b}-\gamma^2=\omega_s^2-\gamma^2.} \tag{8}$$

A positive frequency $\omega_0$ exists if and only if

$$\omega_s>\gamma. \tag{9}$$

The derivative of (6) shows the direction of the crossing:

$$\frac{d\operatorname{Re}\varepsilon}{d\omega}
=\frac{2\omega\,\omega_p^2}{(\omega^2+\gamma^2)^2}>0. \tag{10}$$

The real part rises from $\varepsilon_b(1-\omega_s^2/\gamma^2)$ at low frequency towards $\varepsilon_b$ at high frequency. When (9) holds, it starts negative and crosses zero once, becoming positive. When $\omega_s=\gamma$, it starts at zero and is positive at every $\omega>0$. When $\omega_s<\gamma$, it is positive throughout.

The minus sign in (8) has a simple origin. At the crossing, the in-phase part of the carrier polarization cancels the background response. By (6), damping weakens that in-phase part by the factor $\omega^2/(\omega^2+\gamma^2)$. At $\omega=\omega_s$ the cancellation is therefore incomplete:

$$\operatorname{Re}\varepsilon(\omega_s)
=\varepsilon_b\left(1-\frac{\omega_s^2}{\omega_s^2+\gamma^2}\right)
=\frac{\varepsilon_b\gamma^2}{\omega_s^2+\gamma^2}>0.$$

The frequency must be lowered, which increases the carrier response, before the real part reaches zero.

## Weak damping and the threshold

For $\gamma\ll\omega_s$, expand the square root of (8):

$$\omega_0=\omega_s\sqrt{1-\frac{\gamma^2}{\omega_s^2}}
\approx\omega_s-\frac{\gamma^2}{2\omega_s}. \tag{11}$$

The shift is of second order in $\gamma$, so a modest damping rate hardly moves the crossing.

The opposite limit is clearest in terms of density. Hold $m$, $\varepsilon_b$ and $\gamma$ fixed. Condition (9) fails at the density for which $4\pi n/(m\varepsilon_b)=\gamma^2$, namely

$$n_{\min}=\frac{\varepsilon_bm\gamma^2}{4\pi}. \tag{12}$$

Because $\omega_s^2$ is proportional to $n$ under these conditions, $\omega_s^2/\gamma^2=n/n_{\min}$. Equation (8) becomes

$$\omega_0=\gamma\sqrt{\frac{n}{n_{\min}}-1},\qquad n>n_{\min}. \tag{13}$$

As the density falls towards threshold, the crossing moves to zero frequency.

A strongly damped case makes the correction visible. Let $\gamma=0.60\,\omega_s$. Equation (8) gives $\omega_0=\omega_s\sqrt{1-0.36}=0.80\,\omega_s$, while (11) gives $0.82\,\omega_s$. Direct integration of (1) in time, followed by extraction of the permittivity from the steady motion, places the zero at $0.80000\,\omega_s$. This calculation does not use (8), and it would expose an omitted or wrongly weighted $\gamma^2$.

## What remains at the crossing

The full permittivity does not vanish at $\omega_0$. Use $\omega_0^2+\gamma^2=\omega_p^2/\varepsilon_b$ in (7):

$$\operatorname{Im}\varepsilon(\omega_0)
=\frac{\gamma\omega_p^2}{\omega_0(\omega_p^2/\varepsilon_b)}
=\frac{\varepsilon_b\gamma}{\omega_0}. \tag{14}$$

Although the shift of the crossing is of second order in damping, the remaining imaginary part is of first order. Damping can therefore matter greatly for a device even when it hardly changes the crossing wavelength. Near threshold, (13) and (14) give $\operatorname{Im}\varepsilon(\omega_0)=\varepsilon_b/\sqrt{n/n_{\min}-1}$, which grows without limit. A crossing of the real part then no longer means a small permittivity.

Let the complex refractive index be $N+iK$, for a nonmagnetic medium. Its square is the permittivity, so at the crossing

$$N^2-K^2=0,\qquad 2NK=\frac{\varepsilon_b\gamma}{\omega_0}.$$

For a wave that decays along its direction of travel, $K>0$. The second equation then makes $N$ positive, and the first gives

$$N=K=\sqrt{\frac{\varepsilon_b\gamma}{2\omega_0}}. \tag{15}$$

The remaining loss also limits the field in a film. At a flat interface without free surface charge the normal component of $D$ is continuous. Let $E_{\rm out}$ be the total normal field in the vacuum just outside, including any reflected wave. The normal field just inside the film is then $E_{\rm in}=E_{\rm out}/\varepsilon$. At the crossing,

$$\left|\frac{E_{\rm in}}{E_{\rm out}}\right|=\frac{\omega_0}{\varepsilon_b\gamma}. \tag{16}$$

This ratio is finite for any nonzero damping. It exceeds one only if $\varepsilon_b\gamma<\omega_0$. It rests on local response, so "just inside" means deeper than the thin surface layer in which the carriers adjust to the boundary; that layer is estimated at the end.

## The free plasma oscillation is a different frequency

Displace all carriers of a slab along its normal and release them, with no external field. Then $D=0$ inside the slab. Equation (3), with $X$ replaced by the instantaneous displacement, gives $E=4\pi nx/\varepsilon_b$. Put this into (1) and divide by $m$:

$$\ddot x+\gamma\dot x+\omega_s^2x=0. \tag{17}$$

A trial solution $x\propto e^{-i\Omega t}$ gives $-\Omega^2-i\gamma\Omega+\omega_s^2=0$, or $\Omega^2+i\gamma\Omega-\omega_s^2=0$. The quadratic formula yields

$$\Omega=-\frac{i\gamma}{2}\pm\sqrt{\omega_s^2-\frac{\gamma^2}{4}}. \tag{18}$$

For $\gamma<2\omega_s$ the slab rings at the frequency given by the square root, while its amplitude decays as $e^{-\gamma t/2}$. The condition $\Omega^2+i\gamma\Omega=\omega_s^2$ is the same as $\varepsilon(\Omega)=0$ in (4). The ringing thus belongs to a zero of the whole permittivity at a complex frequency, whereas $\omega_0$ is a zero of the real part at a real frequency. To leading order, damping lowers the ringing frequency by $\gamma^2/(8\omega_s)$, a quarter of the shift in (11). For $\gamma$ between $\omega_s$ and $2\omega_s$ the slab still overshoots its rest position, though weakly (by 16% of the initial displacement at $\gamma=\omega_s$ and 3% at $\gamma=1.5\,\omega_s$), but the real permittivity has no crossing.

## A heavily doped indium tin oxide film

Indium tin oxide is used as a tunable layer in near-infrared modulators on silicon. Take the following rough inputs: density $1.0\times10^{21}$ cm$^{-3}$, mass 0.40 electron masses, background permittivity 3.9, and mobility 30 cm$^2$/Vs.

The mobility fixes the damping rate. In a constant field, steady drift means $\ddot x=0$, so (1) gives a drift speed $E/(m\gamma)$. Mobility is drift speed divided by field:

$$\mu=\frac{1}{m\gamma},\qquad \gamma=\frac{1}{m\mu}. \tag{19}$$

In SI units the numerator is $e$, and multiplication by $\hbar$ turns the rate into an energy. The result is $\gamma=0.0965$ eV. Likewise, the SI form $\hbar\sqrt{ne^2/(\varepsilon_0m)}$ gives $\omega_p=1.8566$ eV. Then

$$\omega_s^2=\frac{(1.8566\ \text{eV})^2}{3.90}=0.8839\ \text{eV}^2,$$

$$\omega_0^2=0.8839-0.0093=0.8746\ \text{eV}^2,$$

and $\omega_0=0.935$ eV, or 1326 nm. The time integration of the driven motion gives the same crossing energy.

Without damping the energy would be 0.940 eV and the wavelength 1319 nm. With all other inputs fixed, damping therefore moves the crossing by 7 nm. The free ringing energy is 0.939 eV, between the two, as (18) requires.

Equation (14) gives

$$\operatorname{Im}\varepsilon(\omega_0)=3.90\times\frac{0.0965}{0.9352}=0.402.$$

The index and extinction coefficient are both $\sqrt{0.402/2}=0.45$. By (16), the normal field inside the film, a few nanometres below its surface, is $1/0.402\approx2.5$ times the total normal field in the vacuum just outside, provided the film is much thicker than this surface layer. The ratio to the incident wave alone also depends on reflection, and so on the angle and the film thickness.

With the mass, background and damping rate held constant, the threshold density is $1.05\times10^{19}$ cm$^{-3}$. This is a threshold of the model, not of a real film: near it the crossing falls to energies where the polar lattice responds, and the lattice can make the real part vanish even below this density. At that density the mean free path $v_F/\gamma$ is also only about $1/k_F$ ($k_F\ell\approx0.9$, against 19 in the film), so the picture of freely moving damped carriers is itself at its limit. The film has about 95 times this density, which is why its crossing is well defined and only slightly shifted by damping.

## How far the model can be trusted for this film

The inputs describe a heavily doped film. Real films vary with deposition and annealing, and the calculated crossing near 1.3 µm is a model value, not a measurement. Differentiating (8) at fixed mass, background and damping gives $2\omega_0\,d\omega_0=\omega_s^2\,dn/n$, so

$$\frac{d\omega_0}{\omega_0}=\frac{\omega_s^2}{2\omega_0^2}\frac{dn}{n}\approx0.505\,\frac{dn}{n}.$$

With the mass held fixed, a 10% error in density thus moves the crossing by about 5%; a mass that grows with filling, treated below, makes the shift smaller. The extra digits above serve to follow small differences within the model; for a real film with these rough inputs, 0.9 eV is a fairer statement. The assumptions of the model introduce further shifts, given below relative to 0.935 eV.

**Background dispersion.** Describe the interband response by undamped oscillators of positive strength $A_j$ at energies $\omega_j$ above a gap $\omega_g$:

$$\varepsilon_b(\omega)=1+\sum_j\frac{A_j}{1-\omega^2/\omega_j^2},\qquad \sum_jA_j=\varepsilon_b-1.$$

For $\omega<\omega_g$, each denominator is at least $1-\omega^2/\omega_g^2$. Placing all strength at the gap therefore gives the largest possible background in this description. With a rough gap of 4 eV, the crossing falls to 0.916 eV, so in this description the shift is downwards and at most about 2%. This assumes that 3.9 is the low-frequency electronic value; if it was fitted in a narrow range around the crossing, most of this shift is already included.

**Polar lattice.** Ionic motion, modelled by one undamped resonance at 0.05 eV that raises the static permittivity from 3.9 to 9.0, responds out of phase at the much higher crossing energy. It lowers the permittivity slightly and moves the crossing up by 0.19%.

**Damping at optical frequency.** The rate inferred from mobility describes steady drift and need not apply at 0.935 eV. Half the rate moves the crossing up by 0.40%; twice the rate moves it down by 1.6%. The effect on loss is larger: by (14), doubling $\gamma$ slightly more than doubles the remaining imaginary part, since $\omega_0$ also falls.

**A mass that depends on filling.** The band shape affects how far the crossing moves when the density is changed. For an isotropic band $\mathcal E(k)$, the inverse optical mass is the average of one third of $\nabla_k^2\mathcal E$ over occupied states. At zero temperature these fill a sphere of radius $k_F$, with $n=k_F^3/(3\pi^2)$. Gauss's theorem turns the volume integral into a surface term:

$$\frac{n}{m}=\frac{1}{4\pi^3}\,\frac{4\pi k_F^2}{3}\,\mathcal E'(k_F)
=\frac{k_F^2\mathcal E'(k_F)}{3\pi^2},
\qquad \frac1m=\frac{\mathcal E'(k_F)}{k_F}. \tag{20}$$

Take $\mathcal E(1+C\mathcal E)=k^2/(2m_0)$, where $m_0$ is the band-edge mass. Differentiation gives $(1+2C\mathcal E)\mathcal E'=k/m_0$, hence

$$m=m_0(1+2C\mathcal E_F). \tag{21}$$

With a rough $C=0.40$ eV$^{-1}$, a mass of 0.40 at the film's density implies $m_0=0.203$ and $\mathcal E_F=1.21$ eV.

Now raise the density by 20%, holding $\gamma$ and $\varepsilon_b$ fixed. If the mass is also held fixed, the crossing rises to 1.025 eV. If the mass follows the band, it becomes 0.419 and the crossing rises only to 1.002 eV. The increases are 0.090 and 0.067 eV, so the fixed-mass model overestimates the tuning by about 35% of the band-model value. Equation (8) still holds at each density, but its mass must belong to that density. This comparison concerns a uniform change, as between films doped differently. A gate does not produce it: a 20% change throughout a 10 nm film would need about 14 MV/cm in hafnium oxide, well above breakdown, and the induced charge collects within a screening length of about 0.5 nm, where the local model does not apply.

**Temperature.** The thermal energy at 300 K, 0.026 eV, is small beside the Fermi energy. In a parabolic band the curvature is the same for every state, so its average does not change with temperature. In the nonparabolic band above, at fixed density, band parameters and damping, warming from zero to 300 K moves the crossing down by 0.03%. Any temperature dependence of the quantities held fixed would be additional.

**Local response.** A density gradient adds a pressure force. In the hydrodynamic model a longitudinal wave $e^{ikz}$ obeys $\beta^2k^2=\omega^2+i\gamma\omega-\omega_s^2$ with $\beta^2=\tfrac35v_F^2$ and $v_F=k_F/m$. At the crossing the right side is $-\gamma^2+i\gamma\omega_0$, which gives a decay length $1/\operatorname{Im}k\approx2$ nm for this film. At the surface the carriers cannot move along the normal, so the field there is $E_{\rm out}/\varepsilon_b$, and the value (16) is reached only a few nanometres inside. Averaged over the film, the ratio at $\omega_0$ is about 2.4 for 50 nm, 1.9 for 10 nm and 1.3 for 5 nm, and it is below one for 2 nm. For the normal field the zero of the effective permittivity moves up by about 1% at 10 nm and 4% at 5 nm. Equations (8) and (16) therefore describe films tens of nanometres thick, not a gated accumulation layer.

The values behind the other comparisons are listed in the numerical output.

## Numbers as computed

```
Input carrier density: 1.00e+21 cm^-3
Input carrier mass: 0.40 electron masses
Input background permittivity: 3.90 (no unit)
Input mobility: 30.0 cm2/Vs
Unscreened plasma energy: 1.8566 eV
Screened plasma energy: 0.9401 eV
Damping energy: 0.0965 eV
Squared plasma energy over background: 0.88387 eV^2
Squared damping energy: 0.00931 eV^2
Squared crossing energy: 0.87457 eV^2
Crossing energy, formula: 0.9352 eV
Crossing energy, driven motion: 0.9352 eV
Crossing wavelength: 1325.8 nm
Wavelength if damping is ignored: 1318.8 nm
Weak-damping estimate of crossing: 0.9352 eV
Imaginary permittivity at crossing: 0.4023 (no unit)
Index and extinction at crossing, each: 0.4485 (no unit)
Free ringing energy: 0.9389 eV
Threshold density: 1.053e+19 cm^-3
Strong-damping test, damping/screened plasma: 0.60 (no unit)
Strong-damping test, crossing/screened plasma: 0.80000 (no unit)
Rough interband gap: 4.0 eV
Crossing with all interband strength at gap: 0.9163 eV
Shift from background dispersion: -2.02 %
Rough static permittivity: 9.0 (no unit)
Rough lattice resonance: 0.050 eV
Shift from polar lattice: +0.189 %
Shift with damping times 0.5: +0.40 %
Shift with damping times 2.0: -1.61 %
Rough nonparabolicity: 0.40 eV^-1
Inferred band-edge mass: 0.203 electron masses
Fermi energy above band edge: 1.209 eV
Thermal energy at 300 K: 0.0259 eV
Optical mass at 300 K: 0.40027 electron masses
Shift from temperature, 0 to 300 K: -0.0344 %
Optical mass at 20% higher density: 0.4187 electron masses
Crossing at 20% higher density, fixed mass: 1.0253 eV
Crossing at 20% higher density, band mass: 1.0019 eV
```
